# Effective penetration depth of a uniform Bragg grating from its phase slope

## What dimensions and symmetry fix

A wave enters a uniform, lossless grating of length $L$ at $z=0$, and some of it comes back. Near the Bragg frequency the phase of the reflected wave varies with frequency as though the reflection took place at some distance inside. I want that distance, $L_{\rm eff}$.

Let $\kappa$ be the coupling coefficient, the rate per unit length at which the grating turns forward amplitude into backward amplitude. For $\kappa$ much smaller than the propagation constant, I expect $1/\kappa$ and $L$ to be the only lengths that matter at the Bragg frequency. Then

$$L_{\rm eff}=\frac{F(\kappa L)}{\kappa}.$$

Shifting the grating by half a period changes the sign of $\kappa$. This multiplies the reflected wave by $-1$ and cannot alter a phase slope, so $L_{\rm eff}$ is even in $\kappa$ and $F$ is odd. If a very long grating has a finite depth, $F$ tends to a constant. These facts suggest the shape of $F$ but do not determine it.

To define the depth, take the time factor $e^{+i\omega t}$, so that a forward wave is $e^{-i\beta z}$. A lumped mirror at distance $d$, with a reflection coefficient independent of frequency, gives $r_m e^{-2i\beta d}$ at $z=0$. Its phase has slope $-2d$ in $\beta$. With the detuning $\delta=\beta-\pi/\Lambda$, where $\Lambda$ is the period, and $\phi=\arg r$ for the grating, matching the slopes means

$$L_{\rm eff}\equiv-\frac12\left.\frac{d\phi}{d\delta}\right|_{\delta=0}.$$

## The coupled equations

I use the one-dimensional wave equation, with the waveguide represented by an effective index $n$:

$$E''+k_0^2\varepsilon E=0,\qquad \varepsilon=n^2+2nn_1\cos(2\beta_0z).$$

Here $k_0=\omega/c=2\pi/\lambda$, $\beta=k_0n$ and $\beta_0=\pi/\Lambda$. The grating lies in $0<z<L$ between stretches of the same waveguide without modulation. Write

$$E=A(z)e^{-i\beta_0z}+B(z)e^{i\beta_0z}.$$

The second derivative of the first term is $(A''-2i\beta_0A'-\beta_0^2A)e^{-i\beta_0z}$; for the second term the sign of $i$ changes. The modulation contributes

$$k_0^2nn_1\left(e^{2i\beta_0z}+e^{-2i\beta_0z}\right)\left(Ae^{-i\beta_0z}+Be^{i\beta_0z}\right).$$

Two of its four products, $Ae^{i\beta_0z}$ and $Be^{-i\beta_0z}$, match the waves already present. The other two vary as $e^{\pm3i\beta_0z}$, do not accumulate, and are dropped. I also drop $A''$ and $B''$, because the amplitudes vary over lengths near $1/\kappa\gg\Lambda$. Define

$$\kappa=\frac{k_0n_1}{2}=\frac{\pi n_1}{\lambda},$$

so that $k_0^2nn_1=2\beta\kappa$. Near resonance $\beta^2-\beta_0^2=(\beta+\beta_0)\delta\approx2\beta_0\delta$. Collecting the factors of each exponential and dividing by $2\beta_0\approx2\beta$ gives

$$-iA'+\delta A+\kappa B=0,\qquad iB'+\delta B+\kappa A=0,$$

or

$$A'=-i\delta A-i\kappa B,\qquad B'=i\delta B+i\kappa A.$$

With no wave entering from the far side, $B(L)=0$. I take $\kappa>0$. If the cosine carries an extra phase $\theta$, then $r$ gains a factor $e^{i\theta}$, which leaves the slope alone as long as $\theta$ does not depend on frequency.

These equations have a useful symmetry. Taking complex conjugates shows that $(A^*,-B^*)$ solves them with $\delta$ replaced by $-\delta$. Hence

$$r(-\delta)=-r(\delta)^*.$$

So $|r|$ is even in detuning and is stationary at $\delta=0$. At that point $r=-r^*$, so $r$ is purely imaginary.

## Simple case: a weak grating

When $\kappa L\ll1$ the forward wave is hardly depleted, and $A\approx A_0e^{-i\delta z}$. Put $B=b(z)e^{i\delta z}$. The second equation becomes $b'=i\kappa A_0e^{-2i\delta z}$. Integrating back from $b(L)=0$,

$$r=\frac{b(0)}{A_0}=-i\kappa\int_0^Le^{-2i\delta z}dz=-i\kappa\,e^{-i\delta L}\,\frac{\sin\delta L}{\delta}.$$

The last factor is real and positive near $\delta=0$. Thus $\phi=-\pi/2-\delta L$ and $L_{\rm eff}=L/2$. Every slice reflects equally, and the mean position of the slices is the middle. In the dimensional form, $F(x)\to x/2$ for small $x$.

## Opposite case: an endless grating

Let $\rho=B/A$ be the local reflection coefficient. From $\rho'=B'/A-\rho A'/A$,

$$\rho'=2i\delta\rho+i\kappa(1+\rho^2).$$

An endless uniform grating looks the same from every plane, apart from a grating phase already removed from $A$ and $B$, so $\rho'=0$. With $x=\delta/\kappa$ this gives $\rho^2+2x\rho+1=0$, and for $|x|<1$

$$\rho=-x\pm i\sqrt{1-x^2}.$$

The forward equation is $A'=-i(\delta+\kappa\rho)A=\pm\kappa\sqrt{1-x^2}\,A$. The field must decay inward, which selects the lower sign:

$$r=-i\left(\sqrt{1-x^2}-ix\right)=-ie^{-i\arcsin x}.$$

At $x=0$ the phase slope in $\delta$ is $-1/\kappa$, so $L_{\rm eff}=1/(2\kappa)$ and $F\to1/2$. The depth is finite although the grating is not.

## Any length

Differentiate the second coupled equation and insert the first:

$$B''=i\delta B'+i\kappa(-i\delta A-i\kappa B)=i\delta B'+\kappa\delta A+\kappa^2B.$$

The second equation also gives $\kappa A=-iB'-\delta B$. Substituting this cancels the first derivatives:

$$B''=\gamma^2B,\qquad\gamma^2=\kappa^2-\delta^2.$$

The solution that vanishes at the far end is $B=b_0\sinh\gamma u$, with $u=L-z$. Since $d/dz=-d/du$,

$$A=\frac{B'-i\delta B}{i\kappa}=\frac{ib_0}{\kappa}\left(\gamma\cosh\gamma u+i\delta\sinh\gamma u\right).$$

The ratio at $z=0$, where $u=L$, is

$$r=\frac{-i\kappa\sinh\gamma L}{\gamma\cosh\gamma L+i\delta\sinh\gamma L}
=\frac{-i\kappa g}{1+i\delta g},\qquad g=\frac{\tanh\gamma L}{\gamma}.$$

For $|\delta|<\kappa$, $\gamma$ and $g$ are real and positive. The numerator has phase $-\pi/2$ and the denominator has phase $\arctan(\delta g)$, so

$$\phi=-\frac\pi2-\arctan(\delta g).$$

At $\delta=0$ the arctangent has unit slope. The derivative of $\delta g$ is $g+\delta\,dg/d\delta$, whose second term vanishes there because $g$ is a smooth function of $\delta^2$. What remains is $g(0)=\tanh(\kappa L)/\kappa$, and therefore

$$\boxed{L_{\rm eff}=\frac{\tanh\kappa L}{2\kappa}}$$

For $\kappa L\ll1$, $\tanh\kappa L\approx\kappa L$ returns $L/2$. For $\kappa L\gg1$ the hyperbolic tangent tends to 1 and returns $1/(2\kappa)$. The function $F=\tfrac12\tanh$ is odd, as required. Since $|r(0)|=\tanh\kappa L$, the depth is also $|r(0)|/(2\kappa)$.

A direct solution of the original wave equation tests the dropped terms. It keeps the second derivatives and all products, divides each of 620 periods into 80 thin layers, and obtains the slope from two nearby frequencies. At a fixed length of about 200 µm, it gives depths of 92.52, 76.25, 48.26 and 25.02 µm for $\kappa L=0.5$, 1, 2 and 4. The formula gives 92.52, 76.24, 48.25 and 25.01 µm. The differences of 0.01 µm come from the layering, not from the dropped terms. With 640 layers per period the direct values agree with the formula to within 0.001 µm.

## Generalization: coupling that varies along the grating

Suppose that $\kappa(z)\ge0$ varies slowly but the local Bragg frequency does not. Define the coupling still ahead of the wave, $S(z)=\int_z^L\kappa\,dz'$, so that $S'=-\kappa$. At $\delta=0$ the equation for $\rho$ is solved by $\rho_0=-i\tanh S$, because both sides then equal $i\kappa\,{\rm sech}^2S$.

To find the slope, put $\rho=\rho_0+\delta\rho_1$ and keep first order in $\delta$:

$$\rho_1'=2i\rho_0+2i\kappa\rho_0\rho_1=2\tanh S+2\kappa\tanh S\,\rho_1.$$

Since $({\rm sech}^2S)'=2\kappa\tanh S\,{\rm sech}^2S$, the substitution $\rho_1=w\,{\rm sech}^2S$ removes the last term and leaves $w'=2\tanh S\cosh^2S=\sinh2S$. With $w(L)=0$, and $S_0=S(0)$,

$$\rho_1(0)=-{\rm sech}^2S_0\int_0^L\sinh2S\,dz.$$

The logarithmic derivative $\rho_1/\rho_0$ equals $i\,d\phi/d\delta$, so $d\phi/d\delta=\rho_1(0)/\tanh S_0$. Using $2\sinh S_0\cosh S_0=\sinh2S_0$,

$$L_{\rm eff}=\int_0^L\frac{\sinh2S(z)}{\sinh2S_0}\,dz.$$

For constant coupling $S=\kappa u$. The integral of the numerator is $(\cosh2\kappa L-1)/(2\kappa)=\sinh^2(\kappa L)/\kappa$, and division by $2\sinh\kappa L\cosh\kappa L$ recovers the boxed result by a second route. For weak coupling the integrand becomes $S/S_0$, and integration by parts gives $\int z\kappa\,dz/\int\kappa\,dz$, the mean position of the reflecting slices.

## Delay and stored energy

A reflected pulse delayed by $\tau$ has a spectral phase $-\omega\tau$, so $\tau=-d\phi/d\omega$. The detuning changes at the rate $d\beta/d\omega=n_g/c$, where $n_g$ is the group index. A real $\kappa$ may also depend on frequency, but at $\delta=0$ the phase is $-\pi/2$ for every positive $\kappa$, so this adds nothing. Hence

$$\tau=\frac{2L_{\rm eff}n_g}{c}.$$

For the uniform grating, the stored energy gives the same time. At $\delta=0$, $|B|^2=|b_0|^2\sinh^2\kappa u$ and $|A|^2=|b_0|^2\cosh^2\kappa u$. Their sum is $|b_0|^2\cosh2\kappa u$, so

$$\int_0^L\frac{|A|^2+|B|^2}{|A(0)|^2}dz=\frac{\sinh2\kappa L}{2\kappa\cosh^2\kappa L}=\frac{\tanh\kappa L}{\kappa}=2L_{\rm eff}.$$

A travelling wave of power $P$ stores energy $Pn_g/c$ per unit length. The interference of the two waves oscillates with the grating period and averages out to leading order in $\kappa/\beta$. Stored energy divided by incident power is therefore $2L_{\rm eff}n_g/c=\tau$. The equality does not hold for every coupling profile. For $\kappa$ rising linearly from zero over 200 µm with $S_0=2$, the stored energy corresponds to a length of 171 µm, while $2L_{\rm eff}=175$ µm.

The depth is not a boundary beyond which the field is absent. The forward power is

$$\frac{|A(z)|^2}{|A(0)|^2}=\frac{\cosh^2\kappa(L-z)}{\cosh^2\kappa L}.$$

For $\kappa L\gg1$, and away from the far end, this becomes $e^{-2\kappa z}$. In that limit $L_{\rm eff}$ is the $1/e$ depth of forward power.

## A silicon grating near 1550 nm

Take a silicon strip waveguide on oxide with a shallow sidewall grating. Rough typical values are $n=2.4$ and $n_g=4.2$. I choose $\kappa=100$ cm$^{-1}$ $=0.01$ µm$^{-1}$ and 620 periods. Then

$$\Lambda=\frac{\lambda}{2n}=\frac{1.55}{4.8}=0.3229\ \text{µm},\qquad L=620\Lambda=200.2\ \text{µm}.$$

Thus $\kappa L=2.002$ and $\tanh\kappa L=0.9642$, which gives

$$L_{\rm eff}=\frac{0.9642}{2\times0.01}=48.2\ \text{µm},\qquad |r(0)|^2=0.9642^2=0.930.$$

The depth is already close to its long-grating limit of 50 µm and far from $L/2=100$ µm. At 48.2 µm the forward power is 0.40 of its input value, compared with 0.37 in the long limit. The delay is

$$\tau=\frac{2\times48.21\times4.2}{299.8}\ \text{ps}=1.35\ \text{ps},$$

with $c=299.8$ µm/ps. The effective index in place of the group index would give 0.77 ps. The direct solution of the wave equation, with waveguide dispersion included, also gives 1.35 ps.

## How far the tangent reaches

The depth describes a tangent to the phase curve. To see where the curve leaves it, expand $\gamma\approx\kappa-\delta^2/(2\kappa)$. With $T=\tanh\kappa L$, the derivative of $\tanh(\gamma L)/\gamma$ with respect to $\gamma$, taken at $\gamma=\kappa$, is $L(1-T^2)/\kappa-T/\kappa^2$. Hence, with $x=\delta/\kappa$,

$$\delta g=Tx+\left[\frac T2-\frac{\kappa L(1-T^2)}2\right]x^3+\dots$$

Using $\arctan f=f-f^3/3+\dots$,

$$-\left(\phi+\frac\pi2\right)=Tx+c_3x^3+\dots,\qquad c_3=\frac T2-\frac{\kappa L(1-T^2)}2-\frac{T^3}3.$$

For the silicon grating $c_3=0.113$. Halfway to the stop-band edge, $x=1/2$, the tangent gives 0.482 rad, the cubic term adds 0.014 rad, and the full phase change is 0.497 rad. The tangent is thus 3% low there. The stop band $|\delta|<\kappa$ has a full width $\lambda^2\kappa/(\pi n_g)=1.82$ nm.

## A cavity as a use of the depth

Place two such gratings on either side of an unmodulated gap $G$ of a whole number of periods. The constant part of the gap phase, $2\beta_0G$, is then a multiple of $2\pi$. A mode requires

$$2\phi-2\delta G=2\pi m.$$

Near the Bragg frequency $\phi\approx-\pi/2-2L_{\rm eff}\delta$, so

$$-\pi-2\delta(G+2L_{\rm eff})=2\pi m.$$

Neighbouring modes are separated by $\Delta\delta=\pi/(G+2L_{\rm eff})$, and two of them lie symmetrically about the Bragg frequency. Since $|\Delta\delta|=2\pi n_g|\Delta\lambda|/\lambda^2$,

$$\Delta\lambda=\frac{\lambda^2}{2n_g(G+2L_{\rm eff})}.$$

For 3100 periods, $G=1001$ µm and $G+2L_{\rm eff}=1097$ µm. The spacing is 0.261 nm. Locating the transmission peaks of the complete cavity within the coupled-wave model gives the same value. The gap alone would predict 0.286 nm, about 10% too much. The tangent suffices here because each of the two modes lies at $|\delta|=0.14\kappa$. Modes further out, between about $0.43\kappa$ and $0.71\kappa$, are about 1% closer together. The symmetric placement assumes that the gap has exactly the mean index of the gratings, which a fabricated device does not guarantee. A mismatch of $10^{-4}$ over this gap moves the pair to $-0.18\kappa$ and $+0.11\kappa$, while the spacing stays at 0.261 nm.

## Loss, heating and imperfect width

A weak power loss $\alpha$ replaces $\delta$ by $\delta-i\alpha/2$, which makes each wave decay along its own direction of travel. Because $|r|$ is stationary at $\delta=0$, $d\ln r/d\delta=-2iL_{\rm eff}$ there, and to first order

$$\ln r\to\ln r+\left(-\frac{i\alpha}2\right)(-2iL_{\rm eff})=\ln r-\alpha L_{\rm eff}.$$

The reflectance acquires the factor $e^{-2\alpha L_{\rm eff}}$, as for a round trip to a mirror at $L_{\rm eff}$. A loss of 3 dB/cm is $\alpha=0.691$ cm$^{-1}$, so $2\alpha L_{\rm eff}=0.67\%$. The computed reflectance falls by 0.66% of itself, to 0.923, and the depth changes by about 0.01 µm.

The chosen indices are ordinary for a single-mode silicon strip. The coupling depends strongly on corrugation depth, and $100$ cm$^{-1}$ represents a shallow corrugation. Fabricated gratings break the assumption of a uniform Bragg frequency. If the width drifts steadily by 1 nm from end to end, and the Bragg wavelength is assumed to shift by 1 nm per nm of width (the true value depends on the cross-section), the local detuning drifts by $1.1\kappa$. With the mean detuning held at zero, the model then gives a depth of 48.9 µm, 1.4% above the uniform value, and a reflectance of 0.927.

Heating also changes the detuning when the laser wavelength is held fixed. With a rough index slope of $2\times10^{-4}$ K$^{-1}$, heating by 5 K moves the Bragg wavelength by 0.37 nm and the detuning to $0.405\kappa$. The local phase slope then corresponds to 51.2 µm, 6% more than at the Bragg frequency. The cubic expansion accounts for most of this: $(T+3c_3x^2)/(2\kappa)=51.0$ µm.

Two-photon absorption is small at 1 mW. In a rough mode area of 0.1 µm² the intensity is $10^{-3}$ GW/cm². A rough coefficient of 0.8 cm/GW gives a loss of $8\times10^{-4}$ cm$^{-1}$ for a travelling wave, about a thousandth of the linear loss.

The formula loses its basis when $\kappa$ is no longer small compared with $\beta$; here $\kappa/\beta=0.001$. It also does not cover a reflecting far end, which violates $B(L)=0$, or an abrupt change of waveguide at the entrance, which adds a second reflected wave. The numerical output below lists the main values used here.

## Calculated quantities

```
INPUTS (rough typical silicon strip waveguide)
Bragg wavelength = 1550 nm
effective index = 2.4, group index = 4.2
coupling kappa = 100 1/cm
periods: grating 620, cavity gap 3100
RESULTS
grating period = 0.3229 um
grating length = 200.21 um
index amplitude n1 = 0.00493
kappa/beta = 0.00103
kappa*L = 2.0021, tanh = 0.9642
penetration depth = 48.21 um
limits: L/2 = 100.10 um, 1/(2 kappa) = 50.00 um
peak power reflectance = 0.9296
group delay, formula = 1.3508 ps
group delay, wave equation = 1.3511 ps
delay if n_eff were used = 0.7719 ps
stop band |delta|<kappa, full width = 1.821 nm
stored-energy integral = 96.42 um
forward power at penetration depth = 0.4038
same for kappa*L = 8 at 1/(2 kappa) = 0.3679
DEPTH AT FIXED LENGTH: wave equation, formula
kappa*L = 0.5: 92.52 um, 92.52 um
kappa*L = 1.0: 76.25 um, 76.24 um
kappa*L = 2.0: 48.26 um, 48.25 um
kappa*L = 4.0: 25.02 um, 25.01 um
PHASE AWAY FROM BRAGG
cubic coefficient: formula 0.1129, direct 0.1129
phase drop at delta=kappa/2: 0.4970 rad
tangent at delta=kappa/2: 0.4821 rad
CAVITY
gap = 1001.04 um, gap + 2 depths = 1097.46 um
mode spacing, direct = 0.2606 nm
mode spacing, formula = 0.2606 nm
mode spacing, gap alone = 0.2857 nm
NEGLECTED EFFECTS (rough typical inputs)
loss 3 dB/cm = 0.691 1/cm
reflectance with loss = 0.9235
relative reflectance drop = 0.664 %
2*alpha*depth = 0.666 %
depth with loss = 48.20 um
index slope = 2.0e-04 1/K, heating = 5 K
thermal Bragg shift = 0.369 nm
thermal detuning/kappa = 0.405
local depth after heating = 51.17 um
width drift = 1 nm end to end
Bragg shift per width = 1 nm/nm
drift of detuning/kappa = 1.098
with drift: depth 48.87 um, reflectance 0.9269
two-photon coefficient = 0.8 cm/GW
mode area = 0.1 um2, power = 1 mW
two-photon loss = 8.0e-04 1/cm
```
